# Velocity-weighted density of states of the hypercubic lattice and the chain's semi-ellipse

## Definitions and conventions

Consider one orbital per site of the $d$-dimensional hypercubic lattice, $d\ge 1$. The lattice spacing and $\hbar$ are set to one, the on-site energy is zero, and an electron hops between nearest neighbours with the same real amplitude $t>0$ along every axis. There are no interactions and no disorder. The band and the $x$ component of the velocity are

$$\varepsilon(\mathbf k)=-2t\sum_{i=1}^{d}\cos k_i,\qquad v_x=\frac{\partial\varepsilon}{\partial k_x}=2t\sin k_x .$$

Energies are measured from the band centre, and the band fills the interval $[-2dt,\,2dt]$. An average over the Brillouin zone is written

$$\langle A\rangle=\int_{[-\pi,\pi]^d}\frac{d^dk}{(2\pi)^d}\,A(\mathbf k).$$

The density of states and the transport function, per site and per spin, are

$$g(E)=\langle\delta(E-\varepsilon)\rangle,\qquad \Phi(E)=\langle v_x^2\,\delta(E-\varepsilon)\rangle .$$

The delta functions mean that, for every smooth function $F$,

$$\int g(E)F(E)\,dE=\langle F(\varepsilon)\rangle,\qquad \int \Phi(E)F(E)\,dE=\langle v_x^2F(\varepsilon)\rangle. \tag{1}$$

Both objects are integrable functions. For the chain, $g$ is computed explicitly below and is integrable. For larger $d$ the energy is a sum of $d$ independent chain energies, so $g$ is a convolution of $d$ chain densities, which is again integrable. Since $0\le v_x^2\le 4t^2$, we also have $0\le\Phi\le 4t^2g$.

## The theorem

**Theorem.** Under these assumptions, for every energy $E$,

$$\Phi(E)=-\frac1d\int_{-\infty}^{E}e\,g(e)\,de. \tag{2}$$

Consequently, wherever $g$ is continuous,

$$\frac{d\Phi}{dE}=-\frac{E\,g(E)}{d}. \tag{3}$$

For $d=1$ and $|E|\le 2t$,

$$\Phi(E)=\frac{1}{\pi}\sqrt{4t^2-E^2}, \tag{4}$$

and $\Phi=0$ outside the band.

The factor $1/d$ belongs to the weight $v_x^2$, one Cartesian component. All components give the same function by symmetry, so the weight $|\mathbf v|^2=\sum_i v_i^2$ gives $d\,\Phi$, whose derivative is $-E\,g(E)$.

## Two lemmas

**Lemma 1.** For every smooth $F$,

$$\langle v_x^2F'(\varepsilon)\rangle=-\Big\langle\frac{\partial v_x}{\partial k_x}F(\varepsilon)\Big\rangle .$$

*Proof.* By the chain rule, $\partial F(\varepsilon)/\partial k_x=F'(\varepsilon)\,v_x$. One factor of $v_x$ can therefore be absorbed into a derivative:

$$\langle v_x^2F'(\varepsilon)\rangle=\Big\langle v_x\frac{\partial F(\varepsilon)}{\partial k_x}\Big\rangle .$$

Now integrate by parts in $k_x$. The boundary term is the difference of $v_xF(\varepsilon)$ between $k_x=\pi$ and $k_x=-\pi$. It vanishes because both factors are periodic. The remaining term is the one stated. $\square$

This step holds for any smooth periodic band. The next one uses the particular form of the hypercubic band.

**Lemma 2.** For every smooth $F$,

$$\Big\langle\frac{\partial v_x}{\partial k_x}F(\varepsilon)\Big\rangle=-\frac1d\langle\varepsilon F(\varepsilon)\rangle .$$

*Proof.* Differentiating the velocity gives $\partial v_x/\partial k_x=2t\cos k_x$. Exchanging two axes changes neither $\varepsilon$ nor the zone, so $\langle\cos k_i\,F(\varepsilon)\rangle$ has the same value for every $i$. Each of these averages equals their mean:

$$\langle 2t\cos k_x\,F(\varepsilon)\rangle=\frac1d\Big\langle 2t\sum_i\cos k_i\,F(\varepsilon)\Big\rangle .$$

The sum inside is $2t\sum_i\cos k_i=-\varepsilon$. $\square$

## Proof of the general law

Combining the lemmas, the two minus signs cancel:

$$\langle v_x^2F'(\varepsilon)\rangle=\frac1d\langle\varepsilon F(\varepsilon)\rangle .$$

By (1) this reads

$$\int\Phi(E)F'(E)\,dE=\frac1d\int E\,g(E)F(E)\,dE. \tag{5}$$

To pass from (5) to (2), call the right-hand side of (2) $\Psi(E)$. It is continuous, because $e\,g(e)$ is integrable. It vanishes below the band. It also vanishes above the band, because there the integral is $\langle\varepsilon\rangle=0$.

Let $G$ be any smooth function that is zero outside a finite interval, and set $F(E)=-\int_E^\infty G(e)\,de$. Then $F'=G$, and $F$ vanishes at large $E$. Exchanging the order of integration gives

$$\int\Psi F'\,dE=-\frac1d\int de\,e\,g(e)\int_e^\infty F'(E)\,dE .$$

The inner integral is $0-F(e)$, so

$$\int\Psi F'\,dE=\frac1d\int e\,g(e)F(e)\,de .$$

This is the right-hand side of (5). Therefore $\int(\Phi-\Psi)G\,dE=0$ for every such $G$, and $\Phi=\Psi$ except possibly on a set of energies of measure zero. A density defined by (1) is not fixed on such a set, and we take its continuous version. This proves (2). Where $g$ is continuous, the fundamental theorem of calculus gives (3). $\square$

**Remark on shape.** Shifting every $k_i$ by $\pi$ reverses the sign of $\varepsilon$ and leaves $v_x^2$ unchanged, so $\Phi$ is even. By (2), inside the band it rises for $E<0$ and falls for $E>0$, with its maximum at the band centre, in every dimension.

**Remark on units.** With spacing $a$ and $\hbar$ restored, $v_x=(2ta/\hbar)\sin(k_xa)$. If $g$ is still counted per site, the right-hand side of (3) acquires the factor $a^2/\hbar^2$. If the on-site energy is $\varepsilon_0$, the factor $E$ becomes $E-\varepsilon_0$.

## The chain

For $d=1$, the two halves of the zone contribute equally:

$$\langle F(\varepsilon)\rangle=\frac1\pi\int_0^\pi F(\varepsilon(k))\,dk .$$

On $0<k<\pi$ the energy $E=-2t\cos k$ increases from $-2t$ to $2t$, and $dE=2t\sin k\,dk$. Since $\sin k>0$ there,

$$2t\sin k=\sqrt{4t^2-4t^2\cos^2k}=\sqrt{4t^2-E^2}.$$

Replacing $dk$ by $dE/\sqrt{4t^2-E^2}$ and comparing with (1) gives

$$g(E)=\frac{1}{\pi\sqrt{4t^2-E^2}},\qquad |E|<2t .$$

The inverse-square-root divergences at the edges are integrable. Insert this density into (2) with $d=1$:

$$\Phi(E)=-\frac1\pi\int_{-2t}^{E}\frac{e\,de}{\sqrt{4t^2-e^2}} .$$

Because $\dfrac{d}{de}\sqrt{4t^2-e^2}=-\dfrac{e}{\sqrt{4t^2-e^2}}$, the integral is

$$\Phi(E)=\frac1\pi\Big[\sqrt{4t^2-e^2}\Big]_{-2t}^{E}=\frac1\pi\sqrt{4t^2-E^2},$$

which is (4). $\square$

The definition gives the same result directly. In one dimension both states at energy $E$ have $v_x^2=4t^2-E^2$, so $\Phi=v_x^2g$. Squaring (4) and rearranging,

$$\Big(\frac{E}{2t}\Big)^2+\Big(\frac{\pi\Phi}{2t}\Big)^2=1 .$$

The graph is the upper half of an ellipse with semi-axes $2t$ in energy and $2t/\pi$ in $\Phi$. At the edges the density diverges while the squared velocity vanishes faster, so $\Phi$ goes continuously to zero. With $E=-2t+\delta$ and small $\delta>0$, we have $4t^2-E^2=\delta(4t-\delta)$, hence $\Phi\approx(2/\pi)\sqrt{t\delta}$. The slope is infinite at the edge. There the integrated law (2) still holds, while the pointwise law (3) has no finite value.

## Singular energies in higher dimensions

For the square lattice, write $g_1$ for the chain density. Then $g_2(E)=\int g_1(e)g_1(E-e)\,de$. Take $0<E<4t$ and set $e=E/2+y$, $b=2t-E/2$ and $c=2t+E/2$. The product under the square root becomes

$$[4t^2-e^2][4t^2-(E-e)^2]=(b^2-y^2)(c^2-y^2),$$

with $|y|<b$. The integrand is even in $y$, and the substitution $y=bs$ gives

$$g_2(E)=\frac{2}{\pi^2}\int_0^1\frac{ds}{\sqrt{(1-s^2)(c^2-b^2s^2)}} . \tag{6}$$

For $E>0$, $c^2-b^2s^2\ge c^2-b^2=4tE$. The integral is therefore finite and continuous in $E$. Using $\int_0^1ds/\sqrt{1-s^2}=\pi/2$,

$$g_2(E)\le\frac{1}{2\pi\sqrt{tE}} .$$

As $E\to0$, both $b$ and $c$ tend to $2t$, and the integrand of (6) tends to $1/[2t(1-s^2)]$, whose integral diverges. Thus $g_2$ diverges at the centre, but $E\,g_2(E)\le\sqrt{E/t}/(2\pi)$ tends to zero. By (2), the difference quotient of $\Phi$ at $E=0$ is an average of $-e\,g_2(e)/2$ over a shrinking interval, so $\Phi$ has zero slope there. The van Hove singularity of the density leaves no divergence in the slope of the transport function.

At the upper edge, $b=0$ and $c=4t$, so (6) gives $g_2\to1/(4\pi t)$. The slope of $\Phi$ just inside that edge is $-(4t/2)/(4\pi t)=-1/(2\pi)$, and outside it is zero. The square lattice therefore has kinks in $\Phi$ at its band edges.

For $d=3$ the density is continuous. To see this, sharpen the bound near the centre. For $0<E\le2t$, put $z=1-s$. Then $1-s^2\ge z$, and since $b\ge t$ and $c\ge2t$,

$$c^2-b^2s^2=(c+bs)(E+bz)\ge2t(E+tz).$$

Hence

$$g_2(E)\le\frac{2}{\pi^2}\int_0^1\frac{dz}{\sqrt{2tz(E+tz)}}=\frac{2\sqrt2}{\pi^2t}\,\mathrm{arsinh}\sqrt{t/E}.$$

This grows only logarithmically, so $g_2^3$ is integrable, and so is $g_1^{3/2}$. By Hölder's inequality, with exponents $3$ and $3/2$, and the continuity of translations in these spaces, the convolution $g_3=g_1*g_2$ is continuous. Each further convolution with the integrable $g_1$ preserves continuity. The pointwise law (3) therefore holds at every energy for $d\ge3$.

## Physical meaning and limits

At zero temperature all states below $E_F$ are filled. The integral in (2) is then the band energy $u$ per site and spin, and

$$\Phi(E_F)=-\frac{u}{d}. \tag{7}$$

A quantity defined on the Fermi surface thus follows from the energy of the whole filled region.

The band model itself contains no scattering. To obtain a finite conductivity, add weak scattering described by a constant relaxation time $\tau$, and assume that it leaves the band unchanged. In the semiclassical theory, a field $\mathcal E$ along $x$ exerts the force $q\mathcal E$ on a charge $q$. To first order in the field, the steady Boltzmann equation is $q\mathcal E\,\partial f/\partial k_x=-\delta f/\tau$, where $f(\varepsilon)$ is the Fermi function. Hence $\delta f=-\tau q\mathcal E\,v_xf'(\varepsilon)$. With two spins, the current density is $2q\langle v_x\delta f\rangle$, and the conductivity is

$$\sigma=2q^2\tau\int\Phi(E)\,[-f'(E)]\,dE=-\frac{2q^2\tau}{d}\int E\,g(E)f(E)\,dE .$$

The second form follows from (5) with $F=f$. Within this approximation, and for a given $\tau$, the conductivity at any temperature is fixed by the thermal band energy. The first-order result requires a weak field, $|q\mathcal E\tau|\ll1$ in the present units.

Two limits show what this contains.

**Nearly empty band.** Let $n$ be the small number of electrons per site and spin. At zero temperature all occupied energies are close to $-2dt$, so (2) gives $\Phi(E_F)\approx2tn$. At the bottom of the band $\partial^2\varepsilon/\partial k_x^2=2t$, which is the inverse effective mass $1/m^*$. Therefore $\sigma\approx2nq^2\tau/m^*$, the Drude result with total density $2n$. Near a full band, $\langle\varepsilon\rangle=0$ turns (2) into an integral over the empty states, and $\Phi\approx2t(1-n)$: the carriers are holes.

**High temperature.** Let $k_BT$ greatly exceed the bandwidth at fixed filling $n$ per spin. Then $f\approx n$ throughout the band, and $-f'=f(1-f)/(k_BT)\approx n(1-n)/(k_BT)$. What remains is the total weight of $\Phi$, which is

$$\int\Phi\,dE=\langle v_x^2\rangle=4t^2\langle\sin^2k_x\rangle=2t^2$$

in every dimension. Hence $\sigma\approx4q^2\tau t^2n(1-n)/(k_BT)$, if $\tau$ is held fixed.

## Worked values for one, two and three dimensions

This example is a model calculation with $t$ as the unit of energy. The hopping is held fixed as $d$ changes. Write $\varepsilon=-2t\cos k_x+\varepsilon_\perp$. At fixed transverse momenta, the $k_x$ average is the chain problem at energy $E-\varepsilon_\perp$, so

$$\Phi_d(E)=\langle\Phi_1(E-\varepsilon_\perp)\rangle_\perp .$$

At the centre of the square band, $\varepsilon_\perp=-2t\cos k_y$, and (4) gives $\Phi_1=(2t/\pi)|\sin k_y|$. The average of $|\sin k_y|$ is $2/\pi$. Hence $\Phi_2(0)=4t/\pi^2=0.40528\,t$.

Quadrature of the transverse average gives:

| $d$ | $\Phi(-t)/t$ | $\Phi(0)/t$ | $\Phi(1.5t)/t$ | slope at $-t$ |
|---|---|---|---|---|
| 1 | 0.5513 | 0.6366 | 0.4211 | 0.1838 |
| 2 | 0.3636 | 0.4053 | 0.3227 | 0.0710 |
| 3 | 0.3103 | 0.3341 | 0.2804 | 0.0477 |

The chain entry at $E=-t$ is $\sqrt3/\pi=0.5513$. Its slope is $1/(\pi\sqrt3)=0.1838$.

The right-hand side of (2) was evaluated separately by summing the energies of filled states on a momentum mesh. The largest difference from the quadrature among the nine values of $\Phi$ is $2\times10^{-5}\,t$, for $d=3$ at $E=-t$. Halving the number of mesh points per axis shifts that sum by $3.8\times10^{-5}\,t$, so the difference is no larger than the mesh sensitivity. By (7), the three-dimensional band filled to $-t$ has energy $u=-3\times0.3103\,t=-0.931\,t$ per site and spin.

The slopes also give densities. At $E=-t$, (3) becomes $g=d\,\Phi'/t$, which yields $0.1838$, $0.1419$ and $0.1432$ per $t$ for $d=1,2,3$. Counting states within $0.1t$ of this energy gives $0.1840$, $0.1420$ and $0.1432$ per $t$. For the chain the small excess comes from the finite window. Averaging over a half-width $w$ adds $g''w^2/6$ to leading order. At $E=-t$, $g''=2/(3\sqrt3\,\pi t^3)=0.1225/t^3$, so the addition is $0.0002/t$, as found.

A simple upper bound shows that $\Phi(0)$ must become small at large $d$. The spectrum is symmetric, so the filled half has energy $u=-\langle|\varepsilon|\rangle/2$, and $\Phi(0)=\langle|\varepsilon|\rangle/(2d)$. The Cauchy–Schwarz inequality and $\langle\varepsilon^2\rangle=4t^2\,d/2=2dt^2$ give $\Phi(0)\le t/\sqrt{2d}$. At fixed $t$, the central value must therefore tend to zero in high dimension.

## Where the law stops

It is convenient to compare smooth quantities. Let $G$ be a normalized Gaussian, and put $F(e)=G(E-e)$ in the combined lemmas. Since $F'(e)=-G'(E-e)$,

$$\frac{d}{dE}\langle v_x^2G(E-\varepsilon)\rangle=-\frac1d\langle\varepsilon\,G(E-\varepsilon)\rangle .$$

The law therefore survives smearing unchanged, provided the product $E\,g(E)$ is smeared as a whole. Zone sums with hopping $0.8$ and Gaussian width $0.4$, in a common energy unit, satisfy this relation to $5.1\times10^{-10}$ or better for $d=1$ to $4$ at the three energies tested, $-1.1$, $0.3$ and $1.4$.

**Unequal hopping.** Let the square lattice have hoppings $t_x$ and $t_y$. Lemma 1 still applies, but the axes can no longer be exchanged. The slope for $v_x^2$ is $\langle2t_x\cos k_x\,\delta(E-\varepsilon)\rangle$, which need not be half of $-E\,g$. The sum over both components is still $-E\,g$, because $2t_x\cos k_x+2t_y\cos k_y=-\varepsilon$.

For $t_x=1$, $t_y=0.5$, $E=-1$ and Gaussian width $0.4$, the smeared $x$ slope is $0.2290$, against $0.1019$ for half the smeared $-E\,g$. The slope for $|\mathbf v|^2$ is $0.2038$, equal to the full smeared value. The $y$ slope is therefore $0.2038-0.2290=-0.0252$. A negative contribution is to be expected here: the saddle point $(k_x,k_y)=(0,\pi)$ lies at $-2+1=-1$, and states near it have $2t_y\cos k_y\approx-2t_y$.

**Second-neighbour hopping.** Add $4t'\cos k_x\cos k_y$ to the square-lattice band with equal first-neighbour hopping. The axes can again be exchanged, but now

$$\frac12\Big(\frac{\partial^2\varepsilon}{\partial k_x^2}+\frac{\partial^2\varepsilon}{\partial k_y^2}\Big)=t(\cos k_x+\cos k_y)-4t'\cos k_x\cos k_y .$$

Since $t(\cos k_x+\cos k_y)=-\varepsilon/2+2t'\cos k_x\cos k_y$, the right-hand side is $-\varepsilon/2-2t'\cos k_x\cos k_y$. The last term is the correction to Lemma 2. With $t'=0.3t$, $E=-t$ and width $0.4t$, the smeared slope is $0.2000$, while half the smeared $-E\,g$ is $0.1321$. The difference, $0.0679$, is about half of the latter. Here the full $|\mathbf v|^2$ law fails as well, because both components carry the same correction.

These cases separate the two ingredients of the proof. The relation $\sum_i\partial^2\varepsilon/\partial k_i^2=-\varepsilon$ gives the law for $|\mathbf v|^2$, and the equivalence of the axes then divides it into $d$ equal parts. The numerical output below lists the values used here.

## Computed results

```
Smeared zone sums: hopping 0.8, width 0.4 (arbitrary energy unit)
d=1: largest error of slope law = 5.1e-10 (dimensionless)
d=2: largest error of slope law = 1.0e-11 (dimensionless)
d=3: largest error of slope law = 1.2e-11 (dimensionless)
d=4: largest error of slope law = 8.3e-13 (dimensionless)
Chain: largest error of semi-ellipse = 5.6e-12 (same unit)
Sharp functions: t = 1; Phi in t, g in 1/t, E in t
d=1 E=-1.0 t: Phi = 0.55133 t, filled-state sum = 0.55133 t
d=1 E= 0.0 t: Phi = 0.63662 t, filled-state sum = 0.63662 t
d=1 E= 1.5 t: Phi = 0.42108 t, filled-state sum = 0.42109 t
d=1: shift of sum at E=-t on halving mesh = 5.0e-06 t
d=1 E=-1 t: slope = 0.1838 (dimensionless)
d=1 E=-1 t: g from slope = 0.1838 /t, counted = 0.1840 /t
d=1: integral of Phi over the band = 1.9997 t^2
d=2 E=-1.0 t: Phi = 0.36363 t, filled-state sum = 0.36363 t
d=2 E= 0.0 t: Phi = 0.40528 t, filled-state sum = 0.40528 t
d=2 E= 1.5 t: Phi = 0.32273 t, filled-state sum = 0.32273 t
d=2: shift of sum at E=-t on halving mesh = 5.9e-06 t
d=2 E=-1 t: slope = 0.0710 (dimensionless)
d=2 E=-1 t: g from slope = 0.1419 /t, counted = 0.1420 /t
d=2: integral of Phi over the band = 2.0000 t^2
d=3 E=-1.0 t: Phi = 0.31032 t, filled-state sum = 0.31030 t
d=3 E= 0.0 t: Phi = 0.33414 t, filled-state sum = 0.33414 t
d=3 E= 1.5 t: Phi = 0.28043 t, filled-state sum = 0.28043 t
d=3: shift of sum at E=-t on halving mesh = 3.8e-05 t
d=3 E=-1 t: slope = 0.0477 (dimensionless)
d=3 E=-1 t: g from slope = 0.1432 /t, counted = 0.1432 /t
d=3: integral of Phi over the band = 2.0000 t^2
Square lattice, closed form 4/pi^2 = 0.40528 t
Unequal hopping tx=1, ty=0.5; E=-1, width 0.4 (units of tx)
x slope = 0.2290, smeared -E g/2 = 0.1019
|v|^2 slope = 0.2038, smeared -E g = 0.2038
Second-neighbour term +4*0.3*cos(kx)*cos(ky); E=-1, width 0.4 (t)
x slope = 0.2000, smeared -E g/2 = 0.1321
```
